Why a Quadratic Current-Voltage Curve Does Not Rule Out Traps

Electrons injected from an ohmic contact into an insulating film free of traps carry a current proportional to the square of the voltage, as long as their mobility is constant and both diffusion and background electrons are negligible. It is tempting to read this backwards: a measured slope of two on a log-log plot is taken to show that the film has no traps, and the mobility is read off the prefactor. The inference fails. Shallow, sparsely filled traps leave the slope at two and multiply the mobility by the fraction θ of injected electrons that are free:

J = (9/8) ε θ μ V²/L³, θ = n/(n + n_t)

Here J is the current density, V the voltage, L the thickness, ε the permittivity, μ the mobility of a free electron, and n and n_t the densities of free and trapped electrons. In the example below θ is 0.0094, so the mobility read off the curve is too small by a factor of about a hundred.

**Why the belief tempts**

It has a sound core. Traps that fill as the voltage rises do steepen the curve, so a slope well above two can signal trapping. But that steepening comes from a change in the free fraction, not from the presence of traps. If the fraction stays constant, the power law has nothing to register.

**The model**

Let x run from the injecting cathode at 0 to the anode at L. F is the magnitude of the electric field, J is counted positive, and q is the positive elementary charge. The film is in steady state at uniform temperature T, μ is constant, and the traps are neutral when empty. Diffusion and background electrons are left out at first. Then

J = q μ n F

dF/dx = q(n + n_t)/ε

F(0) = 0

The last condition describes an ohmic contact, able to supply any current the film can carry. The first equation contains only free electrons; the second contains all of them, because a trapped electron makes field without carrying current.

The N_t traps per volume lie at a depth E_t below the conduction-band edge E_c. With a spin degeneracy of two and a local quasi-Fermi level E_F, their filled fraction is

f = 1/{1 + ½ exp[(E_c − E_t − E_F)/kT]}

The free electrons are dilute, so n = N_c exp[(E_F − E_c)/kT], with N_c the effective density of states. The exponential in f therefore equals (N_c/n) exp(−E_t/kT), and

n_t = N_t n/(n + n₁), n₁ = ½ N_c exp(−E_t/kT)

The traps are half full when n = n₁. When n ≪ n₁ they are nearly empty and n_t = N_t n/n₁. Trapped and free densities then rise in proportion, and

θ = n₁/(n₁ + N_t)

is a constant. Sparse filling does not mean that few electrons are trapped: if N_t ≫ n₁, almost all are.

**Slope two with traps**

From the current equation, qn = J/(μF). The total charge density is qn/θ = J/(θμF). Poisson's equation becomes

F dF/dx = J/(εθμ)

Integrating from F(0) = 0 gives F²/2 = Jx/(εθμ), so

F = [2Jx/(εθμ)]^(1/2)

A second integration gives the voltage:

V = ∫₀ᴸ F dx = (2/3)[2J/(εθμ)]^(1/2) L^(3/2)

Squaring, V² = (8/9) J L³/(εθμ), which is the stated law. Since μ and θ enter only as a product, a trap-free film with mobility θμ has the same curve in this limit. Physically, the injected charge as a whole drifts at the mean velocity θμF, because each electron spends only a fraction θ of its time free.

**Do the traps stay sparsely filled?**

Close to the cathode F tends to zero, n grows without bound, and the traps fill. The constant-θ result must be checked against the full trap occupation. Define

u = n₁/n = qμn₁F/J, ξ = q²μn₁²x/(εJ)

In these variables n = n₁/u and n_t = N_t/(1 + u). The definition of θ gives N_t = n₁(1 − θ)/θ. Hence

n + n_t = n₁[1/u + (1 − θ)/(θ(1 + u))]
 = n₁(u + θ)/[θu(1 + u)]

Since u is proportional to F, Poisson's equation reads du/dξ = (n + n_t)/n₁, or

dξ = θ u(1 + u)/(u + θ) du

To integrate, use u(1 + u) = (u + θ)(u + 1 − θ) − θ(1 − θ). Starting from u = 0 at the cathode,

ξ = θ[u²/2 + (1 − θ)u − θ(1 − θ) ln(1 + u/θ)]

The voltage needs v = ∫u dξ. Multiplying the integrand by u and using u/(u + θ) = 1 − θ/(u + θ) gives

v = θ{u³/3 + (1 − θ)u²/2 − θ(1 − θ)[u − θ ln(1 + u/θ)]}

From here on u, ξ and v are taken at the anode. The definition of ξ gives J = q²μn₁²L/(εξ). Because F = Ju/(qμn₁) and dx = εJ dξ/(q²μn₁²), the voltage is V = εJ²v/(q³μ²n₁³). Inserting J,

V = (q n₁L²/ε) v/ξ²

With J_free = (9/8)εμV²/L³ for the trap-free law, these two results combine to

J/J_free = (8/9) ξ³/v²

For large u, keep the first correction in 1/u:

ξ ≈ (θu²/2)[1 + 2(1 − θ)/u]

v ≈ (θu³/3)[1 + 3(1 − θ)/(2u)]

Cubing the first bracket contributes 6(1 − θ)/u, and dividing by the square of the second removes 3(1 − θ)/u. Thus

J/J_free ≈ θ[1 + 3(1 − θ)/u]

To leading order v/ξ² = 4/(3θu), so 1/u = 3εθV/(4qn₁L²). Define the trap-filled-limit voltage

V_TFL = qN_tL²/(2ε)

Since θ/n₁ = (1 − θ)/N_t, this makes 1/u = (3/8)(1 − θ)V/V_TFL, and

J ≈ θJ_free[1 + (9/8)(1 − θ)² V/V_TFL]

The logarithmic slope m = d ln J/d ln V is, to the same order,

m ≈ 2 + (9/8)(1 − θ)² V/V_TFL

The filled region at the cathode therefore does little harm while V ≪ V_TFL.

The other limits complete the curve. If u ≪ θ, then ξ ≈ u²/2 and v ≈ u³/3, so J = J_free: the traps are full, and the free electrons far outnumber the trapped ones. If θ ≪ 1, there is a range θ ≪ u ≪ 1 in which ξ ≈ θu and v ≈ θu²/2. The voltage is then qn₁L²/(2εθ) ≈ V_TFL, independent of J to leading order. This is the steep trap-filling rise. It separates two quadratic branches, a lower one with mobility θμ and an upper one with mobility μ.

**A film with traps and slope two**

Take round model parameters: L = 100 µm, relative permittivity 10, μ = 1 cm²/(V s), N_c = 10¹⁹ cm⁻³, N_t = 10¹⁴ cm⁻³, E_t = 0.40 eV and T = 300 K, where kT/q = 0.02585 V. Then

n₁ = ½ × 10¹⁹ × exp(−0.40/0.02585) = 9.53 × 10¹¹ cm⁻³

θ = 9.53 × 10¹¹/(9.53 × 10¹¹ + 10¹⁴) = 0.00944

V_TFL = 905 V

At 10 V the trap-free law gives 9.96 × 10⁻⁵ A/cm². Multiplication by θ gives 9.41 × 10⁻⁷ A/cm², while the full drift solution gives 9.52 × 10⁻⁷ A/cm², about 1.2% more. Its slope is 2.012, as the first-order formula predicts. Someone who took this slope as proof of a trap-free film would infer

μ_apparent = (9.52 × 10⁻⁷/9.96 × 10⁻⁵) × 1 cm²/(V s) = 0.0096 cm²/(V s)

and would miss that, in this drift solution, about 99% of the injected electrons are trapped.

In the drift solution the slope reaches 2.1 at 76 V, about 8% of V_TFL. Its largest value is 5.5, at 970 V, so the rise is steep but not vertical. The return to the trap-free law is slow: J/J_free is 0.40 at 2V_TFL and 0.87 at 10V_TFL. These last voltages only illustrate the model. The power JV is already about 55 W/cm² at V_TFL, 2.4 kW/cm² at 2V_TFL and 6 × 10⁵ W/cm² at 10V_TFL, where the mean field is 9 × 10⁵ V/cm. In steady operation a real film with these parameters would heat strongly or break down before the upper branch is reached.

**Thickness gives no extra evidence**

A current proportional to L⁻³ at fixed voltage may seem to confirm the trap-free reading. But the expressions for J and V show that V/L² fixes u, and u fixes J/L. So J = L g(V/L²) for some function g. If g has logarithmic slope m, then at fixed V

d ln J/d ln L = 1 − 2m

For m = 2 this is −3, with or without traps. In the example at 10 V it is −3.02. Within this drift model, the thickness law repeats what the voltage slope has already said.

**Where the quadratic window begins**

Suppose the film also holds a background density n₀ of free electrons, its charge and that of the electrons trapped in equilibrium being balanced by fixed positive charge. With diffusion still neglected, it obeys Ohm's law at low voltage, J = qn₀μV/L. Equating this to the shallow-trap law gives the crossover

V_x = (8/9) q n₀L²/(θε)

Using θN_t = (1 − θ)n₁,

V_TFL/V_x = (9/16)(1 − θ) n₁/n₀

A wide quadratic window below trap filling therefore requires n₁ ≫ n₀. This gives "shallow" its meaning here: the traps must be nearly empty before injection as well. If n₁ is comparable with n₀ or smaller, the window closes.

For n₀ = 10⁸ cm⁻³, V_x is 0.17 V and the ratio is about 5300. With this background included, the drift-only slope at 10 V is 2.000: at this voltage the small ohmic contribution happens to offset the slight steepening by trap filling. The value of V_x is a rough scale here, since it is less than seven times kT/q and diffusion is not negligible at such voltages. Electrons diffusing in from ohmic contacts also raise the low-voltage conductance of this film well above the background value.

**Diffusion bends both curves**

With diffusion restored and the background again omitted, the current is

J = qμnF − μkT dn/dx

Here F carries a sign: it is positive where the field drives electrons toward the anode, and it reverses close to the cathode. The density falls away from the cathode, so diffusion helps the current. The voltage is now the drop in quasi-Fermi level divided by q. The cathode is a reservoir with 10¹⁷ free electrons per cm³, and the anode's own thin contact layer is left out by setting dn/dx = 0 at x = L. The percentages and slopes below belong to this boundary condition; a real anode layer would shift them, most of all at low voltage.

A scaling estimate gives the size of the effect. In the drift solution F grows as x^(1/2), so the potential measured from the cathode is V(x/L)^(3/2). Diffusion matters where this is comparable with kT/q, in a layer of relative thickness about (kT/qV)^(2/3). As long as the free fraction is constant, neither μ nor θ enters; traps that fill near the cathode make the layer thicker. If the layer acts as a shortening of the film, the relative excess current should fall roughly as V^(−2/3), which pulls the slope below two.

The numerical solution of the full equations agrees with this trend. For the trap-free film the current exceeds the drift law by 13%, 6.6% and 3.0% at 10, 30 and 100 V. The slopes are:

- 10 V: 1.938 with traps, 1.926 without
- 30 V: 1.999 with traps, 1.961 without
- 100 V: 2.116 with traps, 1.981 without

At 30 V the film full of traps has the better slope of two. Diffusion lowers its slope by about 0.04 and trap filling raises it by about 0.04. The agreement with two is thus partly a cancellation, and closeness to two is no measure of purity.

The currents do tell the films apart, provided that μ is known. At 10 V the trapped film carries 0.0098 of the trap-free current, about 4% above θ. Trap filling in the drift solution accounts for 1.2 percentage points of this excess. The rest appears only when diffusion is included; its cause is not examined here.

**What can be concluded from a measurement**

Where the slope is two and the traps are sparsely filled, the prefactor yields θμ, provided the other assumptions are met. To separate the factors one needs more information. One source is a mobility measured before the electrons have time to be trapped. A slower transit measurement, in which each electron is trapped and released many times, returns θμ again, because the charge then moves at the mean velocity θμF. Another source is the trap-filling rise, if it can be reached: V_TFL gives N_t, and the quadratic branches on either side give θμ and μ. V_TFL should not be read where the rise begins: in the drift solution of the example the slope passes 2.1 at 76 V, whereas the steepest point, at 970 V, lies about 7% above V_TFL. That closeness requires θ ≪ 1: for θ = 0.1 the steepest point of the drift solution lies 27% above V_TFL, and the slope there reaches only 2.9. The upper branch must be followed far enough, since at 2V_TFL the example would still yield only 40% of μ. The absence of a rise up to some voltage shows only that trap filling was not reached, or that the traps were too few or too shallow to change the current noticeably.

The extent of the trapped branch depends strongly on thickness. Because V_TFL varies as N_tL², thinning this film to 100 nm at fixed N_t would reduce V_TFL a million-fold, to about 0.9 mV, and leave no useful trapped branch; with 10¹⁸ traps per cm³ it would be about 9 V. That is a mean field of about 9 × 10⁵ V/cm, at which a real film may break down or its mobility may no longer be constant. Well below 9 V, diffusion becomes important instead: at 0.9 V the estimate (kT/qV)^(2/3) already gives a layer of about 9% of the thickness, before trap filling widens it. The prefactor of so thin a film is therefore no reliable measure of θμ, even where the slope happens to be two. Traps may also be spread in energy. While all levels are sparsely filled, their ratios n_t/n add, θ remains constant and the slope stays at two. The value of θ is sensitive, however: for a single level with θ ≪ 1, making the level deeper by kT ln 10, about 0.06 eV at 300 K, lowers θ roughly tenfold. Levels deep enough to fill during the voltage sweep break the assumption, and the free fraction then changes with voltage. The numerical output gives the remaining values for the example.

Values computed for the example and the checks

```
temperature = 300 K, kT/q = 0.02585 V
thickness L = 100 um, relative permittivity = 10
microscopic mobility = 1.00 cm^2/(V s)
Nc = 1.00e+19 cm^-3, trap density Nt = 1.00e+14 cm^-3
trap depth = 0.40 eV, background n0 = 1.00e+08 cm^-3
cathode reservoir density = 1.00e+17 cm^-3
half-filling density n1 = 9.534e+11 cm^-3
free fraction theta = 0.00944, 1/theta = 105.9
apparent mobility theta*mu = 0.00944 cm^2/(V s)
trap-filled-limit voltage V_TFL = 904.8 V
Drift only, no background: V, J, trap-free J, theta law J, slope
     1 V: 9.4184e-09, 9.9610e-07, 9.4069e-09 A/cm^2, 2.0012
    10 V: 9.5229e-07, 9.9610e-05, 9.4069e-07 A/cm^2, 2.0123
    30 V: 8.7862e-06, 8.9649e-04, 8.4662e-06 A/cm^2, 2.0376
   100 V: 1.0690e-04, 9.9610e-03, 9.4069e-05 A/cm^2, 2.1342
anode n1/n at 10 V = 241.1
thickness exponent at 10 V = -3.0246
drift-only slope reaches 2.1 at 76.3 V
steepest drift-only slope = 5.5 at 970 V
J/J_trap-free at 2 V_TFL = 0.4048
J/J_trap-free at 10 V_TFL = 0.8690
first-correction test: excess 9.9060e-04, predicted 9.8974e-04
ohmic crossover V_x = 0.1703 V, V_TFL/V_x = 5312
with background: slope 1.0025 at 0.00096 V, 1.9997 at 10 V
With diffusion, no background: V, slope with traps, slope without,
  J_trapped/J_trap-free, trap-free J/(drift law)
    10 V: 1.938, 1.926, 0.00980, 1.1324
    30 V: 1.999, 1.961, 0.01005, 1.0657
   100 V: 2.116, 1.981, 0.01102, 1.0302
```
